# Hartree-Fock metastability of the unpolarized uniform electron gas: a numerical check

```python
"""Hartree-Fock energy of the uniform electron gas versus spin polarization.

Result under test, for two filled Fermi spheres at fixed density:
  the paramagnet (zeta = 0) is a local minimum for rs < r_P = pi*(9 pi/4)^(1/3),
  the ferromagnet (zeta = 1) is a local minimum for rs > r_F = r_P / 2^(2/3),
  their energies cross at r_B = (2/5)(1 + 2^(1/3)) r_P  (Bloch point),
  and for r_F < rs < r_P a single barrier at zeta_b separates them.
Symbols: rs = radius of the sphere holding one electron, in Bohr radii;
zeta = (n_up - n_down)/n; kF = Fermi wavevector of the paramagnet;
x = rs/r_P; s = (1+zeta)^(1/3) + (1-zeta)^(1/3).
Atomic units inside; eV and angstrom in the printed output.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import spherical_jn

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
PI = np.pi
CB2 = 2 ** (1 / 3)

# ---------- energy from the definition, by quadrature ----------
nodes, weights = np.polynomial.legendre.leggauss(16)
# kinetic: integral of u^4 over the unit Fermi sphere radius
KIN_INT = np.sum(weights / 2 * ((nodes + 1) / 2) ** 4)
# exchange: integral of j1(u)^2/u over all u = k r, from the squared
# one-particle density matrix n_sigma*3*j1(u)/u and the Coulomb law 1/r
panels = 300
u = (np.arange(panels)[:, None] + (nodes + 1) / 2) * PI
EXC_INT = np.sum(weights * PI / 2 * spherical_jn(1, u) ** 2 / u)
EXC_INT += 1 / (4 * (panels * PI) ** 2)      # averaged tail beyond the last panel


def spin_energy_density(k):
    """Energy per volume of one filled spin sphere of radius k."""
    kinetic = k ** 5 / (4 * PI ** 2) * KIN_INT
    exchange = -k ** 4 / (2 * PI ** 3) * EXC_INT
    return kinetic + exchange


def energy_def(rs, zeta):
    """Energy per electron from the quadratures."""
    n = 3 / (4 * PI * rs ** 3)
    k_up = (3 * PI ** 2 * n * (1 + zeta)) ** (1 / 3)
    k_dn = (3 * PI ** 2 * n * (1 - zeta)) ** (1 / 3)
    return (spin_energy_density(k_up) + spin_energy_density(k_dn)) / n


def curvature_def(rs, zeta, h=0.01):
    """Second derivative in zeta by a five-point difference."""
    e = [energy_def(rs, zeta + j * h) for j in (-2, -1, 0, 1, 2)]
    return (-e[0] + 16 * e[1] - 30 * e[2] + 16 * e[3] - e[4]) / (12 * h * h)


def barrier_def(rs):
    """Position of the interior energy maximum, by direct search."""
    return minimize_scalar(lambda z: -energy_def(rs, z), bounds=(0, 1),
                           method="bounded", options={"xatol": 1e-10}).x


# ---------- derived formulas ----------
R_P = PI * (9 * PI / 4) ** (1 / 3)
R_F = R_P / 2 ** (2 / 3)
R_B = 0.4 * (1 + CB2) * R_P


def fermi_k(rs):
    return (9 * PI / 4) ** (1 / 3) / rs


def energy_parts(rs, zeta):
    k = fermi_k(rs)
    a, b = (1 + zeta) ** (1 / 3), (1 - zeta) ** (1 / 3)
    return (3 * k * k / 20 * (a ** 5 + b ** 5),
            -3 * k / (8 * PI) * (a ** 4 + b ** 4))


def energy(rs, zeta):
    return sum(energy_parts(rs, zeta))


def fermi_level(k):
    return k * k / 2 - k / PI


def slope(rs, zeta):
    k = fermi_k(rs)
    a, b = (1 + zeta) ** (1 / 3), (1 - zeta) ** (1 / 3)
    return k * k / 4 * (a - b) * (a + b - 2 * rs / R_P)


def zeta_from_s(s):
    return np.sqrt(1 - ((s ** 3 - 2) / (3 * s)) ** 3)


def zeta_barrier(rs):
    return zeta_from_s(2 * rs / R_P)


def zeta_inflection(rs):
    s = brentq(lambda t: t * (t ** 3 - 2) / (t ** 3 + 4) - rs / R_P, CB2, 2)
    return zeta_from_s(s)


# ---------- tests ----------
# exchange self-energy on the Fermi surface: momentum integral after the
# angular integration, against -k/pi
k_test = 0.7
radial = quad(lambda q: q * np.log((1 + q) / (1 - q)), 0, 1)[0]
assert abs(-k_test / PI * radial + k_test / PI) < 1e-7

# Fermi level = change of energy density per added electron density
dk = 1e-4
dn = ((k_test + dk) ** 3 - (k_test - dk) ** 3) / (6 * PI ** 2)
level_num = (spin_energy_density(k_test + dk)
             - spin_energy_density(k_test - dk)) / dn
assert abs(level_num - fermi_level(k_test)) < 1e-7

# closed energy, factorized slope, and slope as half the level difference
for rs in (2.0, 5.0, 9.0):
    for z in (0.0, 0.3, 0.8):
        assert abs(energy(rs, z) - energy_def(rs, z)) < 1e-8
        h = 1e-4
        num = (energy_def(rs, z + h) - energy_def(rs, z - h)) / (2 * h)
        ku = fermi_k(rs) * (1 + z) ** (1 / 3)
        kd = fermi_k(rs) * (1 - z) ** (1 / 3)
        assert abs(num - slope(rs, z)) < 1e-7
        assert abs(num - (fermi_level(ku) - fermi_level(kd)) / 2) < 1e-7

# three critical radii found from the quadrature energy alone
rp_num = brentq(lambda r: curvature_def(r, 0.0), 4, 9)
rb_num = brentq(lambda r: energy_def(r, 1.0) - energy_def(r, 0.0), 3, 9)
edge = 1e-9   # finite edge step shifts the root by about edge^(1/3)
rf_num = brentq(lambda r: (energy_def(r, 1.0)
                           - energy_def(r, 1.0 - edge)) / edge, 2, 6)
assert abs(rp_num / R_P - 1) < 1e-5
assert abs(rb_num / R_B - 1) < 1e-6
assert abs(rf_num / R_F - 1) < 1e-3

# stiffness of the paramagnet
stiff_B = fermi_k(R_B) ** 2 / 3 * (1 - R_B / R_P)
assert abs(curvature_def(R_B, 0.0) - stiff_B) < 1e-7

# shape of the curve: rising, rising then falling, or falling
z_grid = 1 - np.linspace(1, 0, 401) ** 3
for rs in (1.0, 3.0, 3.7, 3.9, 4.5, 5.45, 5.9, 6.0, 6.1, 8.0, 15.0):
    rising = np.diff(energy_def(rs, z_grid)) > 0
    changes = np.count_nonzero(rising[1:] != rising[:-1])
    if rs < R_F:
        assert rising.all()
    elif rs > R_P:
        assert not rising.any()
    else:
        assert changes == 1 and rising[0] and not rising[-1]

# barrier and inflection positions across the window
table_rs = [4.0, 4.5, 5.0, 5.25, R_B, 5.6, 5.8, 6.0]
for rs in table_rs:
    zb, zi = zeta_barrier(rs), zeta_inflection(rs)
    assert abs(barrier_def(rs) - zb) < 1e-5
    zi_num = brentq(lambda z: curvature_def(rs, z), 0.0, 0.95)
    assert abs(zi_num - zi) < 1e-4
    assert zi < zb
    z_found = barrier_def(rs)
    k_sum = fermi_k(rs) * ((1 + z_found) ** (1 / 3) + (1 - z_found) ** (1 / 3))
    assert abs(k_sum - 2 / PI) < 1e-5
# concavity between the inflection and full polarization
assert all(curvature_def(R_B, z) < 0 for z in np.linspace(0.55, 0.97, 15))

# closing of the window just below r_P; corrections are of order zeta_b^2
gap = 1e-3
rs_near = R_P * (1 - gap)
z_near = barrier_def(rs_near)
height_near = energy_def(rs_near, z_near) - energy_def(rs_near, 0.0)
z_ratio = z_near / (3 * np.sqrt(gap))
h_ratio = height_near / (0.75 * fermi_k(rs_near) ** 2 * gap ** 2)
assert abs(z_ratio - 1) < 0.005
assert abs(h_ratio - 1) < 0.02

# ---------- printed numbers ----------
print("Critical radii: rs in Bohr radii, and the same radius in angstrom")
for name, r in (("ferromagnet becomes local minimum r_F", R_F),
                ("Bloch point r_B", R_B),
                ("paramagnet loses stability r_P", R_P)):
    print(f"  {name}: rs = {r:.4f}, radius = {r * ANG:.4f} angstrom")
print("Same radii from the quadrature energy (rs):")
print(f"  r_F {rf_num:.4f}, r_B {rb_num:.4f}, r_P {rp_num:.4f}")
print(f"Exchange integral of j1(u)^2/u: {EXC_INT:.8f}")

kB = fermi_k(R_B)
zB = zeta_barrier(R_B)
print("Gas at the Bloch point")
print(f"  x = r_B/r_P: {R_B / R_P:.5f}")
print(f"  s at the barrier: {2 * R_B / R_P:.5f}")
print(f"  kF: {kB / ANG:.4f} 1/angstrom")
print(f"  barrier polarization zeta_b: {zB:.4f}")
print(f"  inflection polarization zeta_i: {zeta_inflection(R_B):.4f}")
print(f"  stiffness e''(0): {stiff_B * EV:.4f} eV")
print("  energies per electron in eV: zeta, kinetic, exchange, total")
for z in (0.0, zB, 1.0):
    t, ex = energy_parts(R_B, z)
    print(f"    {z:.4f}  {t * EV:.4f}  {ex * EV:.4f}  {(t + ex) * EV:.4f}")
height = energy(R_B, zB) - energy(R_B, 0.0)
print(f"  barrier height per electron: {height * EV:.5f} eV")
ku, kd = kB * (1 + zB) ** (1 / 3), kB * (1 - zB) ** (1 / 3)
print(f"  barrier k_up: {ku / ANG:.4f} 1/angstrom")
print(f"  barrier k_down: {kd / ANG:.4f} 1/angstrom")
print(f"  sum k_up + k_down: {(ku + kd) / ANG:.4f} 1/angstrom")
print(f"  barrier Fermi level, up: {fermi_level(ku) * EV:.4f} eV")
print(f"  barrier Fermi level, down: {fermi_level(kd) * EV:.4f} eV")
print(f"  paramagnet Fermi level: {fermi_level(kB) * EV:.4f} eV")
print(f"  ferromagnet Fermi level, up: {fermi_level(CB2 * kB) * EV:.4f} eV")

print("Map: rs, zeta_i, zeta_b, barrier from zeta=0 (eV), from zeta=1 (eV)")
for rs in table_rs:
    zb = zeta_barrier(rs)
    from_para = (energy(rs, zb) - energy(rs, 0.0)) * EV
    from_ferro = (energy(rs, zb) - energy(rs, 1.0)) * EV
    print(f"  {rs:.4f}  {zeta_inflection(rs):.4f}  {zb:.4f}"
          f"  {from_para:.6f}  {from_ferro:.6f}")

print(f"Near r_P, at 1 - x = {gap:.3f}: numerical value / limiting law")
print(f"  zeta_b ratio {z_ratio:.4f}, barrier height ratio {h_ratio:.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Critical radii: rs in Bohr radii, and the same radius in angstrom
  ferromagnet becomes local minimum r_F: rs = 3.7982, radius = 2.0099 angstrom
  Bloch point r_B: rs = 5.4502, radius = 2.8841 angstrom
  paramagnet loses stability r_P: rs = 6.0292, radius = 3.1905 angstrom
Same radii from the quadrature energy (rs):
  r_F 3.8004, r_B 5.4502, r_P 6.0292
Exchange integral of j1(u)^2/u: 0.25000000
Gas at the Bloch point
  x = r_B/r_P: 0.90397
  s at the barrier: 1.80794
  kF: 0.6654 1/angstrom
  barrier polarization zeta_b: 0.7909
  inflection polarization zeta_i: 0.5089
  stiffness e''(0): 0.1080 eV
  energies per electron in eV: zeta, kinetic, exchange, total
    0.0000  1.0122  -2.2875  -1.2753
    0.7909  1.3739  -2.6294  -1.2555
    1.0000  1.6068  -2.8821  -1.2753
  barrier height per electron: 0.01982 eV
  barrier k_up: 0.8081 1/angstrom
  barrier k_down: 0.3950 1/angstrom
  sum k_up + k_down: 1.2030 1/angstrom
  barrier Fermi level, up: -1.2160 eV
  barrier Fermi level, down: -1.2160 eV
  paramagnet Fermi level: -1.3630 eV
  ferromagnet Fermi level, up: -1.1648 eV
Map: rs, zeta_i, zeta_b, barrier from zeta=0 (eV), from zeta=1 (eV)
  4.0000  0.8335  0.9997  0.293726  0.000010
  4.5000  0.7576  0.9869  0.153099  0.001040
  5.0000  0.6509  0.9292  0.065223  0.006865
  5.2500  0.5795  0.8673  0.036496  0.012956
  5.4502  0.5089  0.7909  0.019815  0.019815
  5.6000  0.4442  0.7102  0.010767  0.026245
  5.8000  0.3307  0.5489  0.003030  0.036724
  6.0000  0.1202  0.2071  0.000049  0.049537
Near r_P, at 1 - x = 0.001: numerical value / limiting law
  zeta_b ratio 0.9983, barrier height ratio 0.9983
ALL CHECKS PASSED
```
